\section*{Splitting of graphene's G band under uniaxial strain, part 2}

The problem is how strain and charge carriers change the Raman G band of a flat graphene sheet. In this vibration the two sublattices, A and B, move against each other in the plane, with unstrained frequency $\omega_0$. The $x$ axis lies along a carbon--carbon bond. Tension is positive, and frequencies and shifts are wavenumbers in $\mathrm{cm}^{-1}$.

Let $\varepsilon_l$ and $\varepsilon_t$ be the principal strains. The branches vibrating along the $l$ and $t$ axes shift, to first order, by
\begin{align}
\Delta\omega_\parallel&=-\gamma\omega_0(\varepsilon_l+\varepsilon_t)
-\tfrac12\beta\omega_0(\varepsilon_l-\varepsilon_t),\label{eq:gen1}\\
\Delta\omega_\perp&=-\gamma\omega_0(\varepsilon_l+\varepsilon_t)
+\tfrac12\beta\omega_0(\varepsilon_l-\varepsilon_t).\label{eq:gen2}
\end{align}
Here $\gamma$ is the Gr\"uneisen parameter and $\beta$ the dimensionless shear deformation potential. For a uniaxial pull, $\varepsilon_l=\varepsilon$ and $\varepsilon_t=-\nu\varepsilon$, which gives
\begin{align}
\Delta\omega_\parallel&=-\gamma\omega_0(1-\nu)\varepsilon
-\tfrac12\beta\omega_0(1+\nu)\varepsilon,\label{eq:par}\\
\Delta\omega_\perp&=-\gamma\omega_0(1-\nu)\varepsilon
+\tfrac12\beta\omega_0(1+\nu)\varepsilon,\label{eq:perp}\\
\omega_\perp-\omega_\parallel&=\beta\omega_0(1+\nu)\varepsilon.
\label{eq:split}
\end{align}
For a free sheet $\nu$ is graphene's own Poisson ratio; for a sheet bonded firmly to a much thicker strip it is that of the strip.

The two constants $\gamma$ and $\beta$ are all that the threefold axis and mirror allow at first order. A threefold axis alone, or a square lattice with mirrors, would allow three. Shear also displaces the sublattices relative to each other until the forces vanish; this changes $\beta$ but not $\gamma$. At second order in strain, the splitting depends on the angle $\theta$ between pull and bond through $\cos6\theta$, while the mean shift does not depend on direction.

Carriers block electronic transitions from $-E$ to $E$, measured from the Dirac point, when $E<|E_F|$. With Fermi energy $E_F$, phonon energy $E_{\rm ph}$ and dimensionless coupling $\alpha$, the zero-temperature shift is the principal value
\begin{align}
\Delta E_{\rm ph}&=\alpha\,\mathrm P\!\!\int_0^{|E_F|}\frac{E^2\,dE}{E^2-E_{\rm ph}^2/4}\nonumber\\
&=\alpha\left[|E_F|+\frac{E_{\rm ph}}4
\ln\left|\frac{2|E_F|-E_{\rm ph}}{2|E_F|+E_{\rm ph}}\right|\right].
\label{eq:dope}
\end{align}
In the unstrained lattice this shift is the same for both branches.

\section{A lattice model and a stretched strip}

From the first half the following is needed. The vibration along the pull shifts by $\Delta\omega_\parallel=-\gamma\omega_0(1-\nu)\varepsilon-\tfrac12\beta\omega_0(1+\nu)\varepsilon$, and the one across it by $\Delta\omega_\perp$, with the opposite sign of the $\beta$ term. Here $\omega_0$ is the unstrained frequency, $\varepsilon$ the longitudinal strain, $-\nu\varepsilon$ the transverse strain, $\gamma$ the Gr\"uneisen parameter and $\beta$ the shear deformation potential. The splitting is $\beta\omega_0(1+\nu)\varepsilon$. At second order it depends on the angle $\theta$ between pull and bond through $\cos6\theta$. In the unstrained lattice, carriers shift both branches together, by Eq.~\eqref{eq:dope}.

A simple force model shows where $\gamma$ and $\beta$ come from. Take the bond length and the bond stiffness as units. Each bond has the Morse energy $V(r)=(1-e^{-4(r-1)})^2/32$, for which $V'(1)=0$, $V''(1)=1$ and $V'''(1)=-12$. Each pair of bonds in a cell adds $\kappa(\cos\vartheta+\tfrac12)^2$, with $\vartheta$ the angle between them and $\kappa=1/9$; this counts the angles at both atoms. The numbers 4 and $1/9$ were chosen to give $\gamma$ and $\beta$ of the rough size found for graphene. The model is not a first-principles calculation.

Strain and displacement along $x$ keep the mirror $y\to-y$. One bond then stays on the $x$ axis with length $r_1$; the other two have a common length $r$ and directions $\pm\varphi$. The angle energy becomes
\begin{equation}
W(\varphi)=\kappa\left[2(\cos\varphi+\tfrac12)^2+(\cos2\varphi+\tfrac12)^2\right].
\end{equation}
At $120^\circ$ both brackets vanish. Hence $W'=0$, and $W''=\kappa(4\sin^2\varphi+8\sin^22\varphi)=9\kappa=1$. For the square of a function $g$ that vanishes, the third derivative is $6g'g''$. This gives $W'''=\kappa(12\sin\varphi\cos\varphi+48\sin2\varphi\cos2\varphi)=\kappa(-3\sqrt3+12\sqrt3)=\sqrt3$.

Moving sublattice B by $u$ along $x$ changes the oblique bonds by $\partial r/\partial u=\cos\varphi$ and $\partial\varphi/\partial u=-\sin\varphi/r$. Differentiating once more gives $\partial^2r/\partial u^2=\sin^2\varphi/r$ and $\partial^2\varphi/\partial u^2=\sin2\varphi/r^2$. The stiffness for motion along $x$ is therefore
\begin{align}
H={}&V''(r_1)+2V''(r)\cos^2\varphi+\frac{2V'(r)\sin^2\varphi}{r}\nonumber\\
&+\frac{W''(\varphi)\sin^2\varphi+W'(\varphi)\sin2\varphi}{r^2}.
\label{eq:H}
\end{align}
Without strain, $H_0=1+\tfrac12+\tfrac34=\tfrac94$. Since $\omega^2\propto H$, the relative frequency shift is $\delta H/(2H_0)=\delta H/4.5$.

Under equal biaxial strain $e$, all lengths become $1+e$ and the angles stay fixed. The terms with $V''$ change by $\tfrac32(-12e)=-18e$, the term with $V'$ by $+\tfrac32e$, and the angle term by $\tfrac34(-2e)=-\tfrac32e$. The sum is $-18e$ and the relative shift is $-4e$. Setting this equal to $-2\gamma e$ gives $\gamma=2$.

For $\beta$, apply the pure shear $\varepsilon_{xx}=e$, $\varepsilon_{yy}=-e$, and allow an internal displacement $u$ along $x$. Projecting the bond changes along and across the bonds gives, to first order,
\begin{equation}
\delta r_1=s,\quad \delta r=-\tfrac12s,\quad
\delta\varphi=\eta=\tfrac{\sqrt3}2\tau,
\end{equation}
with $s=e+u$ and $\tau=e-u$. In Eq.~\eqref{eq:H} the coefficients of $s$ are $-12$ from the first bond, $+3$ from $V''$ of the oblique bonds, $-\tfrac34$ from $V'$, and $+\tfrac34$ from $1/r^2$. Their sum is $-9$. The coefficients of $\eta$ are $\sqrt3$ from $2\cos^2\varphi$, $\tfrac34\sqrt3$ from $W'''$, $-\tfrac12\sqrt3$ from $\sin^2\varphi$, and $-\tfrac12\sqrt3$ from $W'$. Their sum is $\tfrac34\sqrt3$. Hence
\begin{equation}
\delta H=-9s+\tfrac98\tau.
\end{equation}
The energy to second order is $\tfrac12s^2+2\cdot\tfrac12(\tfrac s2)^2+\tfrac12\eta^2=\tfrac34s^2+\tfrac38\tau^2$. Its derivative with respect to $u$ vanishes when $\tfrac32s=\tfrac34\tau$, or $\tau=2s$. With $s+\tau=2e$ this gives $s=\tfrac23e$ and $\tau=\tfrac43e$. Then $\delta H=-6e+\tfrac32e=-4.5e$, and the relative shift is $-e$. The general formula gives $-\beta e$ for this shear, so $\beta=1$. If the internal displacement is held at zero, $s=\tau=e$ and $\delta H=-7.875e$, which gives $\beta=1.75$. In this model the relaxation of the sublattices removes a large part of the splitting.

The same energies fix the free Poisson ratio. Write the strain as a biaxial part $p=\tfrac12(\varepsilon_l+\varepsilon_t)$ and a shear part $e=\tfrac12(\varepsilon_l-\varepsilon_t)$. The biaxial energy is that of three bonds, $\tfrac32p^2$. The relaxed shear energy is $\tfrac34\cdot\tfrac49e^2+\tfrac38\cdot\tfrac{16}9e^2=e^2$, and threefold symmetry forbids a cross term. Minimizing over $\varepsilon_t$ at fixed $\varepsilon_l$ gives $3p=2e$, that is, $3(1-\nu)=2(1+\nu)$ and $\nu=0.20$.

The isotropy was tested by diagonalizing the full two-component stiffness of this lattice at strains of $\pm10^{-4}$. Seven directions of pull between $0^\circ$ and $90^\circ$ and Poisson ratios of 0, 0.2 and 0.33 were used, with the internal displacement both relaxed and clamped. In each case the difference between the relative shifts at the two signs of strain was divided by $2\times10^{-4}$, which cancels the second-order terms. The resulting slopes agree with the linear formula to within $2.3\times10^{-7}$, and the vibrations lie along and across the pull.

Now let graphene be bonded to a polymer strip stretched by $1\%$. Rough typical values are $\omega_0=1580\ \mathrm{cm}^{-1}$ for the band and $\nu=0.33$ for the strip; $\gamma=2$ and $\beta=1$ are taken from the model. The common part of the shift is
\begin{equation}
-2\times1580\times0.67\times0.01=-21.2\ \mathrm{cm}^{-1},
\end{equation}
and half the splitting is $\tfrac12\times1580\times1.33\times0.01=10.5\ \mathrm{cm}^{-1}$. Thus
\begin{equation}
\Delta\omega_\parallel=-31.7\ \mathrm{cm}^{-1},\qquad
\Delta\omega_\perp=-10.7\ \mathrm{cm}^{-1}.
\end{equation}
The splitting is $21.0\ \mathrm{cm}^{-1}$, or $2.6$~meV. A free sheet of the model lattice at the same longitudinal strain has $\nu=0.20$ and shifts of $-34.8$ and $-15.8\ \mathrm{cm}^{-1}$, which are $19.0\ \mathrm{cm}^{-1}$ apart. Reading the bonded sheet with the free value of $\nu$ would give a strain of $21.0/19.0=1.11\%$, too large by about a tenth of its value.

The full lattice calculation at $1\%$ shows what the linear formula omits. For a pull along a bond (armchair direction) the shifts are $-31.66$ and $-10.28\ \mathrm{cm}^{-1}$. For a pull perpendicular to a bond (zigzag direction) they are $-31.86$ and $-10.10\ \mathrm{cm}^{-1}$. The splittings, $21.4$ and $21.8\ \mathrm{cm}^{-1}$, exceed the linear value by about $2\%$ and $4\%$ of it. The two means agree to $0.01\ \mathrm{cm}^{-1}$, as expected from the second-order symmetry argument: $\cos6\theta$ is $+1$ for the first direction and $-1$ for the second, and it enters the splitting alone. Halving the strain reduces the remainders by factors of 4.06 and 3.98, close to the factor of 4 of a second-order term.

Suppose the sheet also carries charge, with $E_F=0.20$~eV. At zero temperature the carrier density is $E_F^2/(\pi\hbar^2v^2)=2.9\times10^{12}\ \mathrm{cm}^{-2}$ for a Dirac velocity $v$ of roughly $10^6$~m/s. This follows from $E_F=\hbar vk_F$ and the density $k_F^2/\pi$ for two spins and two valleys. With $E_{\rm ph}=0.196$~eV and the rough coupling $\alpha=0.0044$, Eq.~\eqref{eq:dope} gives
\begin{equation}
0.0044\,(0.2000-0.0525)\ \mathrm{eV}=0.65\ \mathrm{meV},
\end{equation}
or $5.2\ \mathrm{cm}^{-1}$ upwards. At temperature $T$, the blocked fraction of the transitions at energy $E$ is $f(E)+1-f(-E)$, with $f$ the Fermi function. Using it at 300~K, with the chemical potential held at 0.20~eV and the shift measured from the undoped sheet at the same temperature, gives $5.25\ \mathrm{cm}^{-1}$, close to the zero-temperature value. The agreement is a cancellation: smearing lowers the shift of the doped sheet to $5.03\ \mathrm{cm}^{-1}$, and it lowers the undoped reference by $0.22\ \mathrm{cm}^{-1}$.

Strain makes the electronic response slightly anisotropic. If the electronic hopping changes by roughly three times the strain, the carrier shift differs between the branches by something like $3\times1.33\times0.01\times5.25=0.2\ \mathrm{cm}^{-1}$. This is a scale, not a calculated value, and it is about $1\%$ of the splitting. The two branches also have slightly different $E_{\rm ph}$ in Eq.~\eqref{eq:dope}. At 300~K this changes the splitting by only about $0.1\ \mathrm{cm}^{-1}$ or less, but at very low temperature it can matter when $|E_F|$ is close to $E_{\rm ph}/2$, where the logarithm diverges. Laser heating by 10~K, at a rough $-0.02\ \mathrm{cm}^{-1}$ per kelvin for the graphene itself, lowers both branches by $0.2\ \mathrm{cm}^{-1}$. If the polymer warms as well, its expansion also stretches the bonded sheet. With a rough expansion coefficient of $7\times10^{-5}$ per kelvin, uniform heating by 10~K of a strip that is free to expand (fixed load) adds an equal biaxial strain of $0.07\%$, which lowers both branches by about another $4\ \mathrm{cm}^{-1}$ and leaves the linear splitting unchanged. If the strip is held at fixed length, only the transverse strain changes, by $(1+\nu)\times0.07\%=0.093\%$, and the splitting then falls by $1580\times0.00093=1.5\ \mathrm{cm}^{-1}$, about $7\%$ of its value.

The splitting and the mean shift therefore carry different information. Let $S$ be the measured splitting, $M$ the measured mean shift and $C$ an unknown common shift. If $\nu$ is known,
\begin{equation}
\varepsilon=\frac{S}{\beta\omega_0(1+\nu)},\qquad
C=M+\gamma\omega_0(1-\nu)\varepsilon.
\end{equation}
Adding $5.25\ \mathrm{cm}^{-1}$ to the full armchair shifts gives a spectrum with $S=21.38$ and $M=-15.72\ \mathrm{cm}^{-1}$. The splitting returns a strain of $1.02\%$. The mean shift, read as if there were no carriers, returns $0.74\%$. The common shift comes out as $5.8\ \mathrm{cm}^{-1}$ instead of $5.25$. Of this excess, about $0.2\ \mathrm{cm}^{-1}$ is the second-order part of the mean, and about $0.4$ follows from the slightly overestimated strain. Two frequencies cannot fix $\varepsilon_l$, $\varepsilon_t$ and $C$ separately; one of them, or $\nu$, must be known.

Line width limits how small a splitting can be seen directly. Take two Lorentzians of equal height and full width $\Gamma$, a distance $S$ apart. With $z$ twice the distance from their midpoint divided by $\Gamma$, and $P=S/\Gamma$, their sum is
\begin{equation}
y=\frac{2N}{N^2-4z^2P^2},\qquad N=1+z^2+P^2.
\end{equation}
The derivative of $y$ with respect to $z^2$ has the sign of $4P^2(1+P^2)-N^2$. Since $N$ grows with $z^2$, $y$ can rise away from the midpoint only if this is positive at $z=0$, where it requires $4P^2>1+P^2$. Two maxima thus appear when $S>\Gamma/\sqrt3$. A rough width of $12\ \mathrm{cm}^{-1}$ gives $6.9\ \mathrm{cm}^{-1}$, reached at a strain of $0.33\%$. Below that, two lines of equal height merge into one broadened peak, and the splitting has to be found indirectly, for instance by fitting two lines. Unequal heights raise the limit: for a height ratio of $1:2$ and the same width, two maxima appear only above about $11\ \mathrm{cm}^{-1}$. The width of $12\ \mathrm{cm}^{-1}$ belongs to a nearly undoped sheet, where decay of the phonon into an electron--hole pair contributes about $\pi\alpha E_{\rm ph}/2$, some $10\ \mathrm{cm}^{-1}$. This decay is blocked when $|E_F|$ exceeds $E_{\rm ph}/2$ by several $k_BT$, so at $E_F=0.20$~eV the lines are narrower and both limits are lower.

For real graphene, $\gamma$ near 2 and $\beta$ near 1 are of the right size, and a Poisson ratio between roughly 0.3 and 0.4 is reasonable for a glassy polymer; that of a rubber is close to 0.5. The assumption of firm bonding can fail. If the sheet slips and takes up $80\%$ of both strains of the strip, the splitting falls from $21.0$ to $16.8\ \mathrm{cm}^{-1}$. The formula still gives the strain in the graphene, but no longer that in the strip. A residual biaxial strain of $0.01\%$ left by processing would move both branches by $-2\times2\times1580\times10^{-4}=-0.6\ \mathrm{cm}^{-1}$ and leave the linear splitting unchanged. When strain and charge may both be present and $\nu$ is known, the splitting is therefore the safer measure of uniaxial strain, provided it can be resolved, the strain is uniform over the laser spot, and heating has not changed the ratio of the two strains. The strain so obtained is proportional to $1/\beta$, so it carries at least the relative uncertainty of $\beta$ for real graphene.

\section*{Computed results}
\begin{verbatim}
constants allowed by C6v: 2
constants allowed by C3v: 2
constants allowed by C3: 3
constants allowed by C4v: 3
Morse exponent times bond length: 4
angle/bond stiffness ratio: 0.1111
gamma of lattice: 2.0000
beta, internal shift relaxed: 1.0000
beta, internal shift clamped: 1.7500
Poisson ratio of free lattice: 0.2000
largest slope error, all directions: 2.3e-07
smallest polarization overlap: 1.0000000
w0 (rough): 1580 cm^-1
substrate Poisson ratio (rough): 0.33
strain: 1.00 %
transverse strain: -0.33 %
mean shift, linear: -21.17 cm^-1
parallel shift, linear: -31.68 cm^-1
perpendicular shift, linear: -10.67 cm^-1
splitting, linear: 21.01 cm^-1
splitting, linear: 2.605 meV
free sheet, parallel shift: -34.76 cm^-1
free sheet, perpendicular shift: -15.80 cm^-1
full armchair, parallel: -31.66 cm^-1
full armchair, perpendicular: -10.28 cm^-1
full zigzag, parallel: -31.86 cm^-1
full zigzag, perpendicular: -10.10 cm^-1
remainder ratio on halving strain, armchair: 4.06
remainder ratio on halving strain, zigzag: 3.98
Fermi energy: 0.20 eV
carrier coupling alpha (rough): 0.0044
Dirac velocity (rough): 1.0e+06 m/s
carrier density, zero temperature: 2.94e+12 cm^-2
phonon energy: 0.1959 eV
doping shift at 0 K: 5.24 cm^-1
doping shift at 300 K: 5.25 cm^-1
electronic strain response (rough): 3.0
doping-induced splitting, rough scale: 0.21 cm^-1
laser heating assumed: 10 K
thermal slope (rough): -0.02 cm^-1/K
heating shift: -0.20 cm^-1
line width, full (rough): 12 cm^-1
smallest two-peak splitting: 6.93 cm^-1
smallest two-peak strain: 0.330 %
strain read from splitting: 1.017 %
strain read from mean shift: 0.742 %
common shift left for carriers: 5.82 cm^-1
\end{verbatim}
